# Strain coupling, the order of a Landau transition, and elastic softening: test program

```python
"""Strain coupling in a Landau model: result under test.

Energy density F(e,Q) = a Q^2/2 + b Q^4/4 + g Q^6/6 + C e^2/2 + lam e Q^2
  Q: uniform order parameter, e: uniform strain (both dimensionless)
  a: control coefficient, b > 0: bare quartic, g >= 0: sextic coefficient
  C: bare elastic constant, lam: coupling (all coefficients in GPa)
Claims: at constant stress the quartic coefficient is b - 2 lam^2/C;
with Q relaxed, the ordered phase has C - 2 lam^2/(b + 2 g Q^2), so the
elastic constant drops by 2 lam^2/b at a continuous transition.
If b - 2 lam^2/C < 0 the transition at constant stress is first order.
"""
import numpy as np
from scipy.optimize import minimize_scalar, brentq
from scipy.constants import physical_constants

C, lam, g = 100.0, 5.0, 1.0
b_A, b_B = 2.0, 0.4
hartree = physical_constants["Hartree energy"][0]
bohr = physical_constants["Bohr radius"][0]
gpa_per_au = hartree / bohr**3 / 1e9


def energy(e, Q, a, b, g6):
    return (a*Q**2/2 + b*Q**4/4 + g6*Q**6/6 + C*e**2/2 + lam*e*Q**2)


def relaxed_q2(e, a, b, g6):
    """Q^2 minimizing the energy at fixed strain (unique because b > 0)."""
    r = np.minimum(a + 2*lam*np.asarray(e, dtype=float), 0.0)
    return -2*r / (b + np.sqrt(b*b - 4*g6*r))


def relaxed_energy(e, a, b, g6):
    return energy(e, np.sqrt(relaxed_q2(e, a, b, g6)), a, b, g6)


def curvature(e, a, b, g6, h=5e-6):
    """Elastic constant as second difference of the relaxed energy."""
    f = [relaxed_energy(e + k*h, a, b, g6) for k in (-1, 0, 1)]
    return float((f[0] - 2*f[1] + f[2]) / h**2)


def free_state(a, b, g6, stress=0.0):
    """Global minimum of F - stress*e: strain scan, then 2D Newton."""
    grid = np.linspace(-0.02, 0.005, 5001)
    i = np.argmin(relaxed_energy(grid, a, b, g6) - stress*grid)
    e, Q = grid[i], float(np.sqrt(relaxed_q2(grid[i], a, b, g6)))
    for _ in range(40):
        grad = np.array([C*e + lam*Q**2 - stress,
                         (a + 2*lam*e)*Q + b*Q**3 + g6*Q**5])
        hess = np.array([[C, 2*lam*Q],
                         [2*lam*Q, a + 2*lam*e + 3*b*Q**2 + 5*g6*Q**4]])
        step = np.linalg.solve(hess, grad)
        e, Q = e - step[0], Q - step[1]
    assert np.max(np.abs(grad)) < 1e-12
    return float(e), float(Q**2)


def fitted_quartic(b):
    """Quartic coefficient from numerical minimization over strain."""
    a = 0.01
    Q = np.linspace(0.15, 0.5, 8)
    values = [minimize_scalar(lambda e: energy(e, q, a, b, g)).fun for q in Q]
    design = np.column_stack([Q**2/2, Q**4/4, Q**6/6])
    return float(np.linalg.lstsq(design, np.array(values), rcond=None)[0][1])


# The relaxed order parameter agrees with a brute-force scan.
scan = np.linspace(0, 0.6, 60001)
for b in (b_A, b_B):
    for e in (-0.006, -0.001, 0.002):
        brute = np.min(energy(e, scan, -0.005, b, g))
        assert abs(brute - relaxed_energy(e, -0.005, b, g)) < 1e-9

# Renormalized quartic coefficient.
bstar_A, bstar_B = fitted_quartic(b_A), fitted_quartic(b_B)
for b, found in ((b_A, bstar_A), (b_B, bstar_B)):
    assert abs(found - (b - 2*lam**2/C)) < 1e-6

# Elastic step without sextic term, by strain and by stress control.
e0, q2_0 = free_state(-0.05, b_A, 0.0)
C_plain = curvature(e0, -0.05, b_A, 0.0)
assert abs(C_plain - (C - 2*lam**2/b_A)) < 1e-4
s = 0.001
compliance = (free_state(-0.05, b_A, 0.0, s)[0]
              - free_state(-0.05, b_A, 0.0, -s)[0]) / (2*s)
assert abs(compliance*C_plain - 1) < 1e-5
assert abs(compliance/(1/C + 2*lam**2/(C**2*bstar_A)) - 1) < 1e-5
assert abs(C_plain/C - bstar_A/b_A) < 1e-5
C_disordered = curvature(0.0, 0.05, b_A, g)
assert abs(C_disordered - C) < 1e-4

# Case A with sextic term: continuous onset, then a shrinking drop.
rows = []
for a in (-1e-4, -0.05, -0.2):
    e, q2 = free_state(a, b_A, g)
    C_num = curvature(e, a, b_A, g)
    assert abs(C_num - (C - 2*lam**2/(b_A + 2*g*q2))) < 1e-3
    rows.append((a, q2, e, C_num))
assert abs(rows[0][1]/(1e-4/bstar_A) - 1) < 1e-3

# Stress moves the onset to a = -2 lam stress/C.
stress = 0.1
onset = -2*lam*stress/C
assert free_state(onset + 1e-4, b_A, g, stress)[1] < 1e-12
q2_shifted = free_state(onset - 1e-4, b_A, g, stress)[1]
assert abs(q2_shifted/(1e-4/bstar_A) - 1) < 1e-3


# Case B: first-order point from equal energies of the two phases.
def ordered_minimum(a):
    return minimize_scalar(lambda e: float(relaxed_energy(e, a, b_B, g)),
                           bounds=(-0.01, -0.0025), method="bounded",
                           options={"xatol": 1e-12})


a_t = brentq(lambda a: ordered_minimum(a).fun, 0.001, 0.0024, xtol=1e-14)
e_t = float(ordered_minimum(a_t).x)
q2_t = float(relaxed_q2(e_t, a_t, b_B, g))
C_t = curvature(e_t, a_t, b_B, g)
assert abs(a_t/(3*bstar_B**2/(16*g)) - 1) < 1e-4
assert abs(q2_t/(-3*bstar_B/(4*g)) - 1) < 1e-4
assert abs(e_t/(-lam*q2_t/C) - 1) < 1e-4
assert abs(C_t - (C - 2*lam**2/(b_B + 2*g*q2_t))) < 1e-3
assert C_t > 0
# The global minimum really jumps there.
assert free_state(1.01*a_t, b_B, g)[1] < 1e-12
assert free_state(0.99*a_t, b_B, g)[1] > 0.9*q2_t


# Stability limit: ordered stationary states disappear, C vanishes.
def ordered_stationary_count(a):
    e = np.linspace(-0.006, -0.0005, 20001)
    sigma = C*e + lam*relaxed_q2(e, a, b_B, g)
    return int(np.sum(sigma[1:]*sigma[:-1] < 0))


a_s = bstar_B**2/(4*g)
q2_s = -bstar_B/(2*g)
e_s = -lam*q2_s/C
assert ordered_stationary_count(0.99*a_s) == 2
assert ordered_stationary_count(1.01*a_s) == 0
C_s = curvature(e_s, a_s, b_B, g)
assert abs(C_s) < 1e-2

# Clamped crystal, case B: continuous growth but concave energy.
a_small = -1e-4
q2_clamped = float(relaxed_q2(0.0, a_small, b_B, g))
q2_free = free_state(a_small, b_B, g)[1]
clamped_scan = scan[np.argmin(energy(0.0, scan, a_small, b_B, g))]**2
assert abs(clamped_scan/q2_clamped - 1) < 2e-3
assert abs(q2_clamped/(-a_small/b_B) - 1) < 2e-3
assert q2_free > 100*q2_clamped
C_clamped = curvature(0.0, a_small, b_B, g)
assert abs(C_clamped - (C - 2*lam**2/(b_B + 2*g*q2_clamped))) < 1e-2
d = 5e-6
split_energy = (relaxed_energy(d, a_small, b_B, g)
                + relaxed_energy(-d, a_small, b_B, g))/2
assert C_clamped < 0
assert split_energy < relaxed_energy(0.0, a_small, b_B, g)

print(f"Bare elastic constant C = {C:.1f} GPa")
print(f"Coupling lambda = {lam:.1f} GPa")
print(f"Sextic coefficient g = {g:.1f} GPa")
print(f"Quartic reduction 2 lambda^2/C = {2*lam**2/C:.3f} GPa")
print(f"1 hartree/bohr^3 = {gpa_per_au:.2f} GPa")
print("CASE A")
print(f"Bare quartic b = {b_A:.2f} GPa")
print(f"Renormalized quartic (numerical) = {bstar_A:.6f} GPa")
print(f"  same = {bstar_A/gpa_per_au:.4e} hartree/bohr^3")
print(f"Disordered elastic constant = {C_disordered:.4f} GPa")
print(f"Without g, at a = -0.05 GPa: Q^2 = {q2_0:.6f}, e = {e0:.6f}")
print(f"Without g: ordered elastic constant = {C_plain:.4f} GPa")
print(f"Without g: elastic drop = {C - C_plain:.4f} GPa")
print(f"  same = {(C - C_plain)/gpa_per_au:.4e} hartree/bohr^3")
print(f"Without g: compliance from stress = {compliance:.6f} 1/GPa")
print(f"Ratio of elastic constants C*/C = {C_plain/C:.6f}")
print(f"Ratio of quartic coefficients b*/b = {bstar_A/b_A:.6f}")
print("With g: a (GPa), Q^2, strain, elastic constant (GPa)")
for a, q2, e, C_num in rows:
    print(f"  {a:.4f}  {q2:.6f}  {e:.7f}  {C_num:.3f}")
print(f"Applied stress = {stress:.2f} GPa, onset a = {onset:.4f} GPa")
print("CASE B")
print(f"Bare quartic b = {b_B:.2f} GPa")
print(f"Renormalized quartic (numerical) = {bstar_B:.6f} GPa")
print(f"  same = {bstar_B/gpa_per_au:.4e} hartree/bohr^3")
print(f"Naive drop 2 lambda^2/b = {2*lam**2/b_B:.2f} GPa")
print(f"First-order point a_t = {a_t:.6f} GPa")
print(f"Jump of Q^2 = {q2_t:.5f}, of Q = {np.sqrt(q2_t):.4f}")
print(f"Jump of strain = {e_t:.6f}")
print(f"Ordered elastic constant at a_t = {C_t:.3f} GPa")
print(f"Elastic drop at a_t = {C - C_t:.3f} GPa")
print(f"Stability limit a_s = {a_s:.6f} GPa")
print(f"At a_s: Q^2 = {q2_s:.5f}, strain = {e_s:.6f}")
print(f"Elastic constant at a_s below 0.01 GPa: {abs(C_s) < 0.01}")
print(f"Comparison at a = {a_small:.4f} GPa:")
print(f"  Q^2 clamped at e = 0: {q2_clamped:.6f}")
print(f"  Q^2 free of stress: {q2_free:.6f}")
print(f"  curvature of clamped energy = {C_clamped:.2f} GPa")
print("finished without a failed check")
```

It prints:

```
Bare elastic constant C = 100.0 GPa
Coupling lambda = 5.0 GPa
Sextic coefficient g = 1.0 GPa
Quartic reduction 2 lambda^2/C = 0.500 GPa
1 hartree/bohr^3 = 29421.02 GPa
CASE A
Bare quartic b = 2.00 GPa
Renormalized quartic (numerical) = 1.500000 GPa
  same = 5.0984e-05 hartree/bohr^3
Disordered elastic constant = 100.0000 GPa
Without g, at a = -0.05 GPa: Q^2 = 0.033333, e = -0.001667
Without g: ordered elastic constant = 75.0000 GPa
Without g: elastic drop = 25.0000 GPa
  same = 8.4973e-04 hartree/bohr^3
Without g: compliance from stress = 0.013333 1/GPa
Ratio of elastic constants C*/C = 0.750000
Ratio of quartic coefficients b*/b = 0.750000
With g: a (GPa), Q^2, strain, elastic constant (GPa)
  -0.0001  0.000067  -0.0000033  75.002
  -0.0500  0.032624  -0.0016312  75.790
  -0.2000  0.123212  -0.0061606  77.742
Applied stress = 0.10 GPa, onset a = -0.0100 GPa
CASE B
Bare quartic b = 0.40 GPa
Renormalized quartic (numerical) = -0.100000 GPa
  same = -3.3989e-06 hartree/bohr^3
Naive drop 2 lambda^2/b = 125.00 GPa
First-order point a_t = 0.001875 GPa
Jump of Q^2 = 0.07500, of Q = 0.2739
Jump of strain = -0.003750
Ordered elastic constant at a_t = 9.091 GPa
Elastic drop at a_t = 90.909 GPa
Stability limit a_s = 0.002500 GPa
At a_s: Q^2 = 0.05000, strain = -0.002500
Elastic constant at a_s below 0.01 GPa: True
Comparison at a = -0.0001 GPa:
  Q^2 clamped at e = 0: 0.000250
  Q^2 free of stress: 0.100990
  curvature of clamped energy = -24.84 GPa
finished without a failed check
```
